# Free vacuum evaporation: the Arrhenius slope and the vaporisation enthalpy: test program

```python
# Result under test: for free evaporation into vacuum with a constant
# evaporation coefficient alpha, the apparent Arrhenius energy
#   E_app = -R d ln J / d(1/T)   equals   DeltaH - R T / 2.
# J: molecular flux leaving the surface, p: saturation pressure,
# DeltaH: enthalpy of vaporisation or sublimation, T: surface temperature,
# m: molecular mass. Ideal vapour, negligible condensed volume.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k, h, R, NA = const.k, const.h, const.R, const.N_A
torr = const.torr

# Molar mass of Y(C11H19O2)3 from standard atomic weights, g/mol
molar_mass = 88.906 + 33 * 12.011 + 57 * 1.008 + 6 * 15.999
m = molar_mass * 1e-3 / NA


def velocity_moment(T, weight, v_min):
    """Integral of weight(v) times the 1D Maxwell density above v_min."""
    s = np.sqrt(k * T / m)
    def integrand(v):
        return weight(v) * np.exp(-0.5 * (v / s) ** 2) / (s * np.sqrt(2 * np.pi))
    return quad(integrand, v_min, 12 * s, epsabs=0, epsrel=1e-12, limit=200)[0]


def maxwell_flux(p, T, v_min=0.0):
    """Flux from the velocity distribution of vapour at pressure p."""
    return p / (k * T) * velocity_moment(T, lambda v: v, v_min)


def hertz_knudsen(p, T):
    return p / np.sqrt(2 * np.pi * m * k * T)


# ---- Statistical model: molecular crystal and its vapour ----
# All level energies are divided by k and given in kelvin.
binding = 15500.0
external_modes = [40.0, 45.0, 50.0, 55.0, 60.0, 70.0]
internal_solid, internal_gas = 320.0, 300.0
rotation_constant = 0.5


def sum_levels(energies, weights, T):
    """Log of the partition sum and mean energy, by explicit summation."""
    boltz = weights * np.exp(-energies / T)
    z = boltz.sum()
    return np.log(z), (energies * boltz).sum() / z


def oscillator(theta, T):
    n = np.arange(1000)
    return sum_levels(theta * (n + 0.5), np.ones(n.size), T)


def rotor(T):
    j = np.arange(400)
    return sum_levels(rotation_constant * j * (j + 1.0), (2.0 * j + 1) ** 2, T)


def model_pressure(T):
    """Saturation pressure from equal chemical potentials."""
    ln_solid = binding / T + oscillator(internal_solid, T)[0]
    ln_solid += sum(oscillator(t, T)[0] for t in external_modes)
    ln_gas = 1.5 * np.log(2 * np.pi * m * k * T / h ** 2)
    ln_gas += rotor(T)[0] + oscillator(internal_gas, T)[0]
    return k * T * np.exp(ln_gas - ln_solid)


def model_energies(T):
    """Solid energy, gas internal energy, gas translational energy (K)."""
    solid = -binding + oscillator(internal_solid, T)[1]
    solid += sum(oscillator(t, T)[1] for t in external_modes)
    internal = rotor(T)[1] + oscillator(internal_gas, T)[1]
    one_axis = 2 * velocity_moment(T, lambda v: 0.5 * m * v * v / k, 0.0)
    return solid, internal, 3 * one_axis


def escaping_translation(T, v_min=0.0):
    """Mean translational energy (K) of molecules crossing the surface."""
    normal = velocity_moment(T, lambda v: 0.5 * m * v ** 3 / k, v_min)
    normal /= velocity_moment(T, lambda v: v, v_min)
    tangential = 4 * velocity_moment(T, lambda v: 0.5 * m * v * v / k, 0.0)
    return normal + tangential


def local_energy(rate, T):
    """-d ln(rate)/d(1/T) in kelvin, by central difference."""
    step = 1e-4 / T
    hot, cold = 1 / (1 / T - step), 1 / (1 / T + step)
    return (np.log(rate(hot)) - np.log(rate(cold))) / (2 * step)


to_kJ = R / 1000
for T in (250.0, 335.0, 450.0):
    solid, internal, translation = model_energies(T)
    delta_u = internal + translation - solid
    delta_h = delta_u + T
    p = model_pressure(T)
    assert abs(maxwell_flux(p, T) / hertz_knudsen(p, T) - 1) < 1e-9
    assert abs(local_energy(model_pressure, T) - delta_h) < 0.01
    e_app = local_energy(lambda t: maxwell_flux(model_pressure(t), t), T)
    assert abs(e_app - (delta_h - T / 2)) < 0.01
    # the uncorrected claim must fail clearly
    assert abs(e_app - delta_h) > 100
    # plotting J times sqrt(T) recovers the enthalpy
    e_corr = local_energy(
        lambda t: maxwell_flux(model_pressure(t), t) * np.sqrt(t), T)
    assert abs(e_corr - delta_h) < 0.01
    # apparent energy is the escaping energy minus the solid energy
    escape = escaping_translation(T)
    assert abs(escape - 2 * T) < 1e-5
    assert abs(escape + internal - solid - e_app) < 0.01
    # sticking barrier on the normal energy
    barrier = 800.0
    v_b = np.sqrt(2 * k * barrier / m)
    e_bar = local_energy(lambda t: maxwell_flux(model_pressure(t), t, v_b), T)
    alpha_bar = maxwell_flux(p, T, v_b) / maxwell_flux(p, T)
    assert abs(alpha_bar / np.exp(-barrier / T) - 1) < 1e-8
    assert abs(e_bar - (delta_h - T / 2 + barrier)) < 0.01
    assert abs(escaping_translation(T, v_b) + internal - solid - e_bar) < 0.01
    # slowly drifting evaporation coefficient
    drift = -0.002
    e_drift = local_energy(lambda t: (0.8 + drift * (t - T))
                           * maxwell_flux(model_pressure(t), t), T)
    assert abs(e_drift - (delta_h - T / 2 + T * T * drift / 0.8)) < 0.01
    if T == 335.0:
        print("Statistical model of crystal and vapour at 335 K")
        print(f"  DeltaH from mean energies: {delta_h*to_kJ:.3f} kJ/mol")
        print(f"  Delta u from mean energies: {delta_u*to_kJ:.3f} kJ/mol")
        print(f"  E_app from slope of flux: {e_app*to_kJ:.3f} kJ/mol")
        print(f"  DeltaH - E_app: {(delta_h-e_app)*to_kJ:.3f} kJ/mol")
        print(f"  escaping translational energy / kT: {escape/T:.4f}")
        print(f"  gas translational energy / kT: {translation/T:.4f}")
        print(f"  sticking barrier: {barrier*to_kJ:.3f} kJ/mol")
        print(f"  E_app with that barrier: {e_bar*to_kJ:.3f} kJ/mol")

# ---- Worked example: round parameters, rough regime of Y(thd)3 ----
H = 130e3                 # J/mol
T0, p0 = 335.0, 2e-5 * torr
temps = np.linspace(320.0, 350.0, 7)
T_source = 400.0


def pressure(T, cp=0.0):
    """Saturation pressure with DeltaH = H + cp (T - T0)."""
    return p0 * np.exp(-(H - cp * T0) / R * (1 / T - 1 / T0)
                       + cp / R * np.log(T / T0))


def fit_energy(T, rates):
    """Energy in J/mol from the least-squares line of ln rate on 1/T."""
    x = 1 / np.asarray(T)
    y = np.log(rates)
    x = x - x.mean()
    return -R * (x @ (y - y.mean())) / (x @ x)


rates = np.array([maxwell_flux(pressure(T), T) for T in temps])
E_raw = fit_energy(temps, rates)
E_corrected = fit_energy(temps, rates * np.sqrt(temps))
T1, T2 = temps[0], temps[-1]
T_eff = np.log(T2 / T1) / (1 / T1 - 1 / T2)
E_two = R * np.log(rates[-1] / rates[0]) / (1 / T1 - 1 / T2)
assert abs(E_two - (H - R * T_eff / 2)) < 0.01
assert abs(E_raw - (H - R * T0 / 2)) < 10
assert abs(E_corrected - H) < 0.01

p_true = pressure(T_source)
p_raw = p0 * np.exp(-E_raw / R * (1 / T_source - 1 / T0))
factor = np.exp(-T0 / 2 * (1 / T0 - 1 / T_source))
assert abs(p_raw / p_true - factor) < 1e-3

J0 = hertz_knudsen(p0, T0)
eV = const.e * NA
print("Example, alpha = 1")
print(f"  molar mass: {molar_mass:.2f} g/mol")
print(f"  chosen DeltaH: {H/1e3:.2f} kJ/mol = {H/eV:.4f} eV")
print(f"  chosen pressure at {T0:.0f} K: {p0/torr:.2e} Torr")
print(f"  flux at {T0:.0f} K: {J0*1e-4:.3e} molecules/(cm2 s)")
print(f"  mass loss at {T0:.0f} K: {J0*m*1e5:.3f} ug/(cm2 s)")
for T, rate in zip(temps, rates):
    print(f"  T {T:.0f} K: p {pressure(T)/torr:.3e} Torr,"
          f" loss {rate*m*1e5:.4f} ug/(cm2 s)")
print(f"  raw fitted energy: {E_raw/1e3:.3f} kJ/mol = {E_raw/eV:.4f} eV")
print(f"  fitted energy from J sqrt(T): {E_corrected/1e3:.3f} kJ/mol")
print(f"  RT/2 at {T0:.0f} K: {R*T0/2e3:.3f} kJ/mol = {R*T0/2/eV*1e3:.2f} meV")
print(f"  RT/2 relative to DeltaH: {50*R*T0/H:.2f} %")
print(f"  two-point energy: {E_two/1e3:.3f} kJ/mol, T_eff {T_eff:.2f} K")
print(f"  pressure at {T_source:.0f} K, true DeltaH: {p_true/torr:.5f} Torr")
print(f"  pressure at {T_source:.0f} K, raw slope: {p_raw/torr:.5f} Torr")
print(f"  error of raw-slope pressure: {100*(p_raw/p_true-1):.2f} %")

# ---- Sizes of neglected effects, as shifts of the raw fitted energy ----
layer, conductivity = 1e-4, 0.2      # m, W/(m K)
emissivity, T_shroud = 0.9, 250.0
diameter, collision_diameter = 2e-3, 1.2e-9   # m
cp_diff = -40.0                      # J/(mol K)


def surface_temperature(T_base, evaporation, radiation):
    """Surface temperature when heat is conducted through the layer."""
    def balance(T):
        loss = 0.0
        if evaporation:
            loss += hertz_knudsen(pressure(T), T) / NA * (H - R * T / 2)
        if radiation:
            loss += emissivity * const.sigma * (T ** 4 - T_shroud ** 4)
        return conductivity / layer * (T_base - T) - loss
    return brentq(balance, T_base - 20, T_base, xtol=1e-11)


def shift(T_read, changed_rates):
    return (fit_energy(T_read, changed_rates) - E_raw) / 1e3


print("Neglected effects: shift of raw fitted energy")
print(f"  layer {layer*1e3:.1f} mm, conductivity {conductivity:.1f} W/(m K),"
      f" emissivity {emissivity:.1f}, shroud {T_shroud:.0f} K")
for name, ev, rad in (("evaporative", True, False), ("radiative", False, True)):
    Ts = np.array([surface_temperature(T, ev, rad) for T in temps])
    drop = T0 - surface_temperature(T0, ev, rad)
    print(f"  {name} cooling: {shift(temps, hertz_knudsen(pressure(Ts), Ts)):+.3f}"
          f" kJ/mol; surface drop at {T0:.0f} K {drop*1e3:.2f} mK")
for T_wall in (T_shroud, 300.0):
    back = hertz_knudsen(pressure(T_wall), T_wall)
    print(f"  return from coated wall at {T_wall:.0f} K:"
          f" {shift(temps, rates-back):+.5f} kJ/mol")
free_path = k * temps / (np.sqrt(2) * np.pi * collision_diameter ** 2
                         * pressure(temps))
print(f"  sample diameter {diameter*1e3:.0f} mm, collision diameter"
      f" {collision_diameter*1e9:.1f} nm")
print(f"  mean free path at {T2:.0f} K: {free_path[-1]*100:.2f} cm")
collided = diameter / (2 * free_path)
print(f"  crude bound, all collided molecules return:"
      f" {shift(temps, rates*(1-collided)):+.3f} kJ/mol")

# heat-capacity form of the pressure, checked against direct integration
integral = quad(lambda T: (H + cp_diff * (T - T0)) / (R * T * T),
                T0, T_source)[0]
assert abs(np.log(pressure(T_source, cp_diff) / p0) - integral) < 1e-9
rates_cp = hertz_knudsen(pressure(temps, cp_diff), temps)
print(f"  heat-capacity difference {cp_diff:.0f} J/(mol K):"
      f" {shift(temps, rates_cp):+.3f} kJ/mol")
print(f"  its effect on true pressure at {T_source:.0f} K:"
      f" {100*(pressure(T_source, cp_diff)/p_true-1):+.2f} %")
stretch = 0.3
T_read = T0 + (temps - T0) * (1 + stretch / (T2 - T1))
print(f"  thermometer span too long by {stretch:.1f} K:"
      f" {shift(T_read, rates):+.3f} kJ/mol")
print(f"  rise of alpha over window that hides RT/2:"
      f" {100*(np.sqrt(T2/T1)-1):.2f} %")
virial, solid_volume = -5e-3, 5e-4   # m3/mol, rough sizes
gas_volume = R * T2 / pressure(T2)
print(f"  rough second virial coefficient {virial*1e6:.0f} cm3/mol,"
      f" solid volume {solid_volume*1e6:.0f} cm3/mol")
print(f"  non-ideality at {T2:.0f} K: {abs(virial)/gas_volume:.1e};"
      f" solid/gas volume: {solid_volume/gas_volume:.1e}")

print("checks complete")
```

Printed output:

```
Statistical model of crystal and vapour at 335 K
  DeltaH from mean energies: 123.241 kJ/mol
  Delta u from mean energies: 120.456 kJ/mol
  E_app from slope of flux: 121.848 kJ/mol
  DeltaH - E_app: 1.393 kJ/mol
  escaping translational energy / kT: 2.0000
  gas translational energy / kT: 1.5000
  sticking barrier: 6.652 kJ/mol
  E_app with that barrier: 128.500 kJ/mol
Example, alpha = 1
  molar mass: 638.72 g/mol
  chosen DeltaH: 130.00 kJ/mol = 1.3474 eV
  chosen pressure at 335 K: 2.00e-05 Torr
  flux at 335 K: 1.519e+15 molecules/(cm2 s)
  mass loss at 335 K: 1.611 ug/(cm2 s)
  T 320 K: p 2.243e-06 Torr, loss 0.1849 ug/(cm2 s)
  T 325 K: p 4.757e-06 Torr, loss 0.3890 ug/(cm2 s)
  T 330 K: p 9.861e-06 Torr, loss 0.8002 ug/(cm2 s)
  T 335 K: p 2.000e-05 Torr, loss 1.6109 ug/(cm2 s)
  T 340 K: p 3.973e-05 Torr, loss 3.1763 ug/(cm2 s)
  T 345 K: p 7.737e-05 Torr, loss 6.1405 ug/(cm2 s)
  T 350 K: p 1.478e-04 Torr, loss 11.6480 ug/(cm2 s)
  raw fitted energy: 128.609 kJ/mol = 1.3329 eV
  fitted energy from J sqrt(T): 130.000 kJ/mol
  RT/2 at 335 K: 1.393 kJ/mol = 14.43 meV
  RT/2 relative to DeltaH: 1.07 %
  two-point energy: 128.609 kJ/mol, T_eff 334.55 K
  pressure at 400 K, true DeltaH: 0.03934 Torr
  pressure at 400 K, raw slope: 0.03628 Torr
  error of raw-slope pressure: -7.79 %
Neglected effects: shift of raw fitted energy
  layer 0.1 mm, conductivity 0.2 W/(m K), emissivity 0.9, shroud 250 K
  evaporative cooling: -0.040 kJ/mol; surface drop at 335 K 1.62 mK
  radiative cooling: -0.320 kJ/mol; surface drop at 335 K 220.85 mK
  return from coated wall at 250 K: +0.00004 kJ/mol
  return from coated wall at 300 K: +1.09567 kJ/mol
  sample diameter 2 mm, collision diameter 1.2 nm
  mean free path at 350 K: 3.83 cm
  crude bound, all collided molecules return: -0.719 kJ/mol
  heat-capacity difference -40 J/(mol K): +0.018 kJ/mol
  its effect on true pressure at 400 K: -6.89 %
  thermometer span too long by 0.3 K: -1.278 kJ/mol
  rise of alpha over window that hides RT/2: 4.58 %
  rough second virial coefficient -5000 cm3/mol, solid volume 500 cm3/mol
  non-ideality at 350 K: 3.4e-08; solid/gas volume: 3.4e-09
checks complete
```
